# Standoff of a Screw Dislocation Beneath a Thin, Stiffer Surface Oxide: a numerical check

```python
"""
Screw dislocation in a metal (x > 0) under a welded oxide film (-h < x < 0)
whose outer face x = -h is free.  Result under test, force per length:
  F(d) = mu_m b^2/(4 pi) * [K/d - (1-K^2) sum_{n>=1} K^(n-1)/(d+n h)]
d: depth, b: Burgers vector, mu_m, mu_f: shear moduli of metal and film,
r = mu_f/mu_m, K = (r-1)/(r+1).  F > 0 points into the metal.
For r > 1 there is one stable standoff depth; for r <= 1 there is none.
Scaled quantities: u = d/h and f = F h / (mu_m b^2/(4 pi)).
"""
import math
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import splu
from scipy.special import exp1


def contrast(r):
    return (r - 1) / (r + 1)


def image_list(r):
    """Orders n >= 1 and strengths of the images behind the first one."""
    K = contrast(r)
    count = 1 if K == 0 else int(40 / -math.log(abs(K))) + 3
    n = np.arange(1, count + 1)
    return n, -(1 - K**2) * K ** (n - 1.0)


def force_series(u, r):
    n, s = image_list(r)
    return contrast(r) / u + np.sum(s / (u + n))


def slope_series(u, r):
    n, s = image_list(r)
    return -contrast(r) / u**2 - np.sum(s / (u + n) ** 2)


def energy_series(u, r):
    n, s = image_list(r)
    return -contrast(r) * math.log(u) - np.sum(s * np.log(u + n))


def force_modes(u, r):
    """Scaled force from the surface-wave integral, by quadrature."""
    def integrand(t):
        stiffness = r * math.tanh(t / (2 * u))
        return math.exp(-t) * (stiffness - 1) / (stiffness + 1)
    split = min(1.0, 10 * u)
    low = quad(integrand, 0, split, limit=200, epsabs=1e-11)[0]
    high = quad(integrand, split, 50, limit=200, epsabs=1e-11)[0]
    return (low + high) / u


def standoff(r):
    return brentq(lambda u: u * force_series(u, r), 1e-6, 1e5, xtol=1e-12)


# ---------- finite elements for the layered boundary-value problem ----------
def line_matrices(nodes, weight_stiff, weight_mass):
    length = np.diff(nodes)
    k, m = weight_stiff / length, weight_mass * length
    kd, md = np.zeros(len(nodes)), np.zeros(len(nodes))
    kd[:-1] += k
    kd[1:] += k
    md[:-1] += m / 3
    md[1:] += m / 3
    return (sparse.diags([-k, kd, -k], [-1, 0, 1]),
            sparse.diags([m / 6, md, m / 6], [-1, 0, 1]))


def fe_solver(cx, cy, film):
    """Metal moduli cx (xz shear), cy (yz shear); film isotropic; h = b = 1.
    Returns the x nodes and a function: node index -> scaled force."""
    step = 0.025
    tail = np.cumsum(step * 1.08 ** np.arange(1, 136))
    x = np.concatenate([-1 + step * np.arange(40), step * np.arange(81),
                        2 + tail])
    y = np.concatenate([step * np.arange(41), 1 + tail])
    in_film = (0.5 * (x[1:] + x[:-1]) < 0).astype(float)
    ones = np.ones(len(y) - 1)
    Ky, My = line_matrices(y, ones, ones)

    def assemble(wx, wy):
        Kx, Mx = line_matrices(x, wx, wy)
        return (sparse.kron(Kx, My) + sparse.kron(Mx, Ky)).tocsr()

    A_film = assemble(film * in_film, film * in_film)
    A = A_film + assemble(cx * (1 - in_film), cy * (1 - in_film))
    free = np.tile(np.arange(len(y)) > 0, len(x))   # odd in y: zero at y = 0
    lu = splu(A[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A")
    lam = math.sqrt(cy / cx)
    X, Y = np.meshgrid(x, y, indexing="ij")

    def force(index):
        d = x[index]
        bulk = -np.arctan2(Y, lam * (d - X)) / (2 * math.pi)
        load = (-(A_film @ bulk.ravel())).reshape(X.shape)
        strain = -lam * y / (lam**2 * d**2 + y**2) / (2 * math.pi)
        load[40] += My @ (cx * strain)              # node 40 is x = 0
        w = np.zeros(X.size)
        w[free] = lu.solve(load.ravel()[free])
        w = w.reshape(X.shape)
        return 4 * math.pi * (8 * w[index, 1] - w[index, 2]) / (6 * step)

    return x, force


def fe_standoff(x, force):
    nodes = [int(np.argmin(abs(x - d))) for d in np.arange(0.3, 0.91, 0.05)]
    curve = CubicSpline(x[nodes], [force(i) for i in nodes])
    return brentq(curve, x[nodes[0]], x[nodes[-1]])


# ---------- inputs: rough typical values, aluminium under alumina ----------
C11, C12, C44 = 107.0, 61.0, 28.0      # GPa
mu_film = 55.0                         # GPa
h_nm, b_nm, temperature = 4.0, 0.286, 300.0
split_nm = 0.8                         # rough width of the split core
frictions = (2.0, 10.0)                # MPa

# moduli seen by a [110] screw below a (001) surface
axes = np.array([[0, 0, 1], [1, -1, 0], [1, 1, 0]], float)
axes /= np.linalg.norm(axes, axis=1)[:, None]
I3 = np.eye(3)
C = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
     + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
              + np.einsum("il,jk->ijkl", I3, I3))
     + (C11 - C12 - 2 * C44) * np.einsum("pi,pj,pk,pl->ijkl", I3, I3, I3, I3))
C = np.einsum("ai,bj,ck,dl,ijkl->abcd", axes, axes, axes, axes, C)
cx, cy = C[0, 2, 0, 2], C[1, 2, 1, 2]
assert abs(C[0, 2, 1, 2]) < 1e-9
for idx in np.ndindex(3, 3, 3, 3):     # antiplane shear decouples
    if idx.count(2) % 2 == 1:
        assert abs(C[idx]) < 1e-9
assert abs(cy - (C11 - C12) / 2) < 1e-9
mu_metal = math.sqrt(cx * cy)
r = mu_film / mu_metal
K = contrast(r)
u_star = standoff(r)

# ---------- test: image series against the mode integral ----------
series_gap = 0.0
for ratio in (0.4, 1.0, r, 8.0):
    for u in (0.05, 0.5, 3.0, 40.0):
        gap = abs(force_series(u, ratio) - force_modes(u, ratio)) * u
        series_gap = max(series_gap, gap)
assert series_gap < 1e-7

# ---------- test: one stable zero for r > 1, none for r <= 1 ----------
grid = np.logspace(-3, 3, 61)
for ratio in (0.5, 1.0, 1.1, r, 10.0):
    product = np.array([u * force_modes(u, ratio) for u in grid])
    assert np.all(np.diff(product) < 0)
    crossings = np.sum(np.diff(np.sign(product)) != 0)
    assert crossings == (1 if ratio > 1 else 0)
assert slope_series(u_star, r) < 0
du = 1e-3
numeric_slope = (force_modes(u_star + du, r)
                 - force_modes(u_star - du, r)) / (2 * du)
assert abs(numeric_slope / slope_series(u_star, r) - 1) < 1e-3

# ---------- test: limits ----------
far = 300.0
assert abs((force_modes(far, r) + 1 / far) * far**2 / r - 1) < 0.03
K_small = 0.02
u_small = standoff((1 + K_small) / (1 - K_small))
assert abs(u_small - K_small - K_small**2 / 2) < K_small**3
v_stiff = brentq(lambda v: v * math.exp(v) * exp1(v) - 0.5, 0.1, 3)
K_big = 0.999
u_big = standoff((1 + K_big) / (1 - K_big))
assert abs(u_big * (1 - K_big) / v_stiff - 1) < 0.005

# ---------- test: finite elements, isotropic and anisotropic metal ----------
x_nodes, fe_force = fe_solver(mu_metal, mu_metal, mu_film)
fe_gap = 0.0
for depth in (0.4, 0.8, 2.0, 5.0, 8.0):
    i = int(np.argmin(abs(x_nodes - depth)))
    u = x_nodes[i]
    fe_gap = max(fe_gap, abs(fe_force(i) - force_series(u, r)) * u)
assert fe_gap < 0.01
u_fe = fe_standoff(x_nodes, fe_force)
assert abs(u_fe / u_star - 1) < 0.02
stretch = math.sqrt(cx / cy)
u_fe_aniso = fe_standoff(*fe_solver(cx, cy, mu_film))
assert abs(u_fe_aniso / (u_star * stretch) - 1) < 0.02

# ---------- energy, stresses ----------
e = constants.e
E0_SI = mu_metal * 1e9 * (b_nm * 1e-9) ** 2 / (4 * math.pi)     # J/m
E0 = E0_SI / e * 1e-9                                           # eV/nm
u_core = b_nm / h_nm
barrier = energy_series(u_core, r) - energy_series(u_star, r)
work = quad(lambda u: force_modes(u, r), u_core, u_star)[0]
assert abs(work / barrier - 1) < 1e-5
normal = np.array([1, -1, 1]) / math.sqrt(3)
assert abs(normal @ np.array([1, 1, 0])) < 1e-12
cos_tilt = abs(normal @ np.array([0, 0, 1]))
sin_tilt = math.sqrt(1 - cos_tilt**2)
stress_unit = E0_SI / (b_nm * h_nm * 1e-18) * sin_tilt / 1e6    # MPa
pull = minimize_scalar(lambda u: force_series(u, r),
                       bounds=(u_star, 20 * u_star), method="bounded")
u_pull, f_pull = pull.x, pull.fun

# ---------- neglected effects ----------
bands = []
for tau in frictions:
    phi = tau / stress_unit
    assert phi < -f_pull
    inner = brentq(lambda u: force_series(u, r) - phi, 1e-4, u_star)
    outer = brentq(lambda u: force_series(u, r) + phi, u_star, u_pull)
    capture = brentq(lambda u: force_series(u, r) + phi, u_pull, 1e5)
    bands.append((tau, inner * h_nm, outer * h_nm, capture * h_nm))


def split_force(d):
    """Total depth force on two half-strength screws of fixed separation."""
    n, s = image_list(r)
    n, s = np.append(0, n), np.append(K, s)
    total = 0.0
    for p in (-0.5, 0.5):
        for q in (-0.5, 0.5):
            X = 2 * d + (p + q) * split_nm * sin_tilt + 2 * n * h_nm
            Y = (p - q) * split_nm * cos_tilt
            total += 0.25 * np.sum(s * 2 * X / (X**2 + Y**2))
    return total


d_star = u_star * h_nm
d_split = brentq(split_force, 0.4, 10.0)

kT = constants.k * temperature / e
well = -slope_series(u_star, r) * E0 / h_nm**2          # eV/nm^3, in depth
tension = 2 * math.pi * E0                              # mu b^2 / 2, eV/nm
well_glide = well * sin_tilt**2
var_glide = kT / (2 * math.sqrt(tension * well_glide))
bend_length = math.sqrt(tension / well_glide)
a, N = 0.1 * bend_length, 801
chain = (np.diag(np.full(N, 2 * tension / a + well_glide * a))
         - np.diag(np.full(N - 1, tension / a), 1)
         - np.diag(np.full(N - 1, tension / a), -1))
unit = np.zeros(N)
unit[N // 2] = 1
var_chain = kT * np.linalg.solve(chain, unit)[N // 2]
assert abs(var_chain / var_glide - 1) < 0.01
rms_depth = sin_tilt * math.sqrt(var_glide)

# uniform in-plane growth stress: no force on a screw, some on an edge part
growth = np.diag([0.0, 1.0, 1.0])
line = np.array([0.0, 0.0, 1.0])
assert np.allclose(np.cross(growth @ line, line), 0)
assert np.linalg.norm(np.cross(growth @ np.array([0, 1.0, 0]), line)) > 0.5

# ---------- output ----------
print(f"rough C11, C12, C44 of metal: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"cx, cy for [110] screw, (001) face: {cx:.1f}, {cy:.1f} GPa")
print(f"metal modulus sqrt(cx cy): {mu_metal:.2f} GPa")
print(f"film modulus (rough): {mu_film:.0f} GPa")
print(f"film thickness h: {h_nm:.1f} nm; Burgers vector b: {b_nm:.3f} nm")
print(f"modulus ratio r: {r:.4f}; contrast K: {K:.4f}")
n_im, s_im = image_list(r)
print("image strengths n=0..4:", f"{K:.4f}",
      " ".join(f"{s:.4f}" for s in s_im[:4]))
print(f"sum of all image strengths: {K + s_im.sum():.6f}")
print(f"standoff d*/h: {u_star:.4f}; finite elements: {u_fe:.4f}")
print(f"standoff d*: {d_star:.3f} nm = {d_star / b_nm:.2f} b")
print(f"largest d*F gap, series vs integral (scaled): {series_gap:.1e}")
print(f"largest d*F gap, series vs finite elements: {fe_gap:.1e}")
print(f"K=0.02: d*/h = {u_small:.6f}; K+K^2/2 = "
      f"{K_small + K_small**2 / 2:.6f}")
print(f"stiff limit v: {v_stiff:.4f}; (1-K)d*/h at K=0.999: "
      f"{u_big * (1 - K_big):.4f}")
print(f"energy unit mu b^2/(4 pi): {E0:.4f} eV/nm")
print(f"glide plane tilt to surface: "
      f"{math.degrees(math.acos(cos_tilt)):.2f} degrees")
print("resolved image stress, + is into metal (oxide; bare metal):")
for d in (1.0, 2.0, 4.0, 10.0, 40.0, 100.0):
    u = d / h_nm
    print(f"  depth {d:.0f} nm: {force_series(u, r) * stress_unit:.2f} MPa; "
          f"{-stress_unit / u:.2f} MPa")
print(f"greatest pull beyond d*: {-f_pull * stress_unit:.2f} MPa "
      f"at depth {u_pull * h_nm:.2f} nm")
print(f"energy from d* to depth b: {barrier * E0:.4f} eV/nm")
print(f"well stiffness in depth: {well:.4f} eV/nm^3")
print(f"anisotropy factor sqrt(cx/cy): {stretch:.4f}")
print(f"anisotropic standoff: {d_star * stretch:.3f} nm; "
      f"finite elements: {u_fe_aniso * h_nm:.3f} nm")
for tau, inner, outer, capture in bands:
    print(f"friction {tau:.0f} MPa: rest band {inner:.3f} to {outer:.3f} nm; "
          f"capture depth {capture:.1f} nm")
print(f"core split (rough): {split_nm:.1f} nm; standoff then: "
      f"{d_split:.3f} nm")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"line tension mu b^2/2 (estimate): {tension:.3f} eV/nm")
print(f"bending length of line: {bend_length:.2f} nm")
print(f"rms thermal wander in depth: {rms_depth:.3f} nm")
for mu in (40.0, 70.0):
    print(f"film modulus {mu:.0f} GPa: standoff "
          f"{standoff(mu / mu_metal) * h_nm:.3f} nm")
print("done: every assertion held")
```

Running it gives:

```
rough C11, C12, C44 of metal: 107, 61, 28 GPa
cx, cy for [110] screw, (001) face: 28.0, 23.0 GPa
metal modulus sqrt(cx cy): 25.38 GPa
film modulus (rough): 55 GPa
film thickness h: 4.0 nm; Burgers vector b: 0.286 nm
modulus ratio r: 2.1673; contrast K: 0.3685
image strengths n=0..4: 0.3685 -0.8642 -0.3185 -0.1174 -0.0433
sum of all image strengths: -1.000000
standoff d*/h: 0.4870; finite elements: 0.4867
standoff d*: 1.948 nm = 6.81 b
largest d*F gap, series vs integral (scaled): 1.4e-14
largest d*F gap, series vs finite elements: 2.4e-04
K=0.02: d*/h = 0.020205; K+K^2/2 = 0.020200
stiff limit v: 0.6101; (1-K)d*/h at K=0.999: 0.6098
energy unit mu b^2/(4 pi): 1.0310 eV/nm
glide plane tilt to surface: 54.74 degrees
resolved image stress, + is into metal (oxide; bare metal):
  depth 1 nm: 69.63 MPa; -471.58 MPa
  depth 2 nm: -1.63 MPa; -235.79 MPa
  depth 4 nm: -24.95 MPa; -117.89 MPa
  depth 10 nm: -23.75 MPa; -47.16 MPa
  depth 40 nm: -9.67 MPa; -11.79 MPa
  depth 100 nm: -4.34 MPa; -4.72 MPa
greatest pull beyond d*: 26.98 MPa at depth 5.68 nm
energy from d* to depth b: 0.3554 eV/nm
well stiffness in depth: 0.0708 eV/nm^3
anisotropy factor sqrt(cx/cy): 1.1034
anisotropic standoff: 2.149 nm; finite elements: 2.148 nm
friction 2 MPa: rest band 1.889 to 2.012 nm; capture depth 227.1 nm
friction 10 MPa: rest band 1.690 to 2.340 nm; capture depth 38.4 nm
core split (rough): 0.8 nm; standoff then: 1.967 nm
temperature: 300 K; kT: 0.02585 eV
line tension mu b^2/2 (estimate): 6.478 eV/nm
bending length of line: 11.71 nm
rms thermal wander in depth: 0.125 nm
film modulus 40 GPa: standoff 1.032 nm
film modulus 70 GPa: standoff 2.795 nm
done: every assertion held
```
